# First-Born Total Cross Section of the Screened Coulomb (Yukawa) Potential, part 2

Two distinguishable, spinless, non-relativistic particles of masses \(m_1\) and \(m_2\) scatter elastically through \(V(r)=Ce^{-r/a}/r\). Here \(a\) is the screening length, and \(C\), an energy times a length, is positive for repulsion and negative for attraction. We ask when the first Born approximation, marked by the subscript B, gives the total cross section \(\sigma\) reliably.

The reduced mass is \(m=m_1m_2/(m_1+m_2)\), \(v\) is the relative speed before the collision, and \(k=mv/\hbar\) is the relative wave number. The relative motion obeys

\[
(\nabla^2+k^2)\psi=\frac{2m}{\hbar^2}V\psi .
\]

The incident wave is \(e^{i\mathbf k\cdot\mathbf r}\), and the scattered wave at large \(r\) is \(f\,e^{ikr}/r\), with \(d\sigma=|f|^2d\Omega\). With \(\mathbf k'\) of length \(k\) pointing to the detector, the exact amplitude is

\[
f=-\frac{m}{2\pi\hbar^2}\int e^{-i\mathbf k'\cdot\mathbf r'}
V(r')\psi(\mathbf r')\,d^3r' .
\]

The momentum transfer is \(\hbar\mathbf q\), where \(\mathbf q=\mathbf k'-\mathbf k\) and \(q=2k\sin(\theta/2)\), with \(\theta\) the scattering angle in the centre-of-mass frame.

The dimensionless strengths are \(g=mCa/\hbar^2\) and \(\eta=|C|/(\hbar v)\), so that \(|g|=\eta ka\). The earlier results are

\[
\tilde V(q)\equiv\int V(r)e^{-i\mathbf q\cdot\mathbf r}d^3r
=\frac{4\pi Ca^2}{1+q^2a^2},
\]

\[
f_{\rm B}=-\frac{2ga}{1+q^2a^2},\qquad
\sigma_{\rm B}=\frac{16\pi g^2a^2}{1+4k^2a^2},
\]

with \(\sigma_{\rm B}\to4\pi\eta^2a^2\) for \(ka\gg1\), the short-wave limit. The formula for \(\sigma_{\rm B}\) is the theorem referred to below. Its proof uses the integral

\[
\sigma_{\rm B}=\frac{2\pi A^2}{k^2}\int_0^{2k}\frac{q\,dq}{(1+q^2a^2)^2},\qquad A=2ga .
\]

**Lemma 4.** If \(2|g|<1\), then at every \(k\) and every angle

\[
|f-f_{\rm B}|\le 2|g|a\,\frac{2|g|}{1-2|g|}.
\]

### Lemma 5: fast particles and the straight-path formula

For \(2|g|\ll1\), Lemma 4 makes the correction small compared with the forward Born amplitude. Such weak coupling is not necessary for the Born total to be accurate. For \(ka\gg1\), and for a wave distortion that varies slowly over one wavelength,

\[
\sigma\simeq4\pi\int_0^\infty[1-\cos\chi(b)]\,b\,db,\qquad
\chi(b)=-\frac{2C}{\hbar v}K_0(b/a),
\]

where \(b\) is the distance of the straight path from the centre, and \(K_0(x)=\int_0^\infty e^{-x\cosh t}dt\).

**Derivation.** Put \(\psi=e^{ikz}\varphi\). The wave equation becomes

\[
2ik\,\frac{\partial\varphi}{\partial z}+\nabla^2\varphi=\frac{2m}{\hbar^2}V\varphi .
\]

Drop \(\nabla^2\varphi\), which is the approximation. If the phase of \(\varphi\) changes by \(\chi\) over a length \(a\), the dropped term changes the phase by an amount of order \(\chi^2/(2ka)\), which must be small. With \(\hbar k=mv\), what is left integrates at once:

\[
\varphi=\exp\left[-\frac{i}{\hbar v}\int_{-\infty}^{z}V\,dz'\right].
\]

Beyond the potential, \(\varphi=e^{i\chi(b)}\) with \(\chi=-(1/\hbar v)\int V\,dz\). The substitution \(z=b\sinh t\) turns \(dz/\sqrt{b^2+z^2}\) into \(dt\), and gives \(\int V\,dz=2CK_0(b/a)\).

At small angles \(\mathbf q\) is nearly perpendicular to the path. In the amplitude, \(V\varphi=i\hbar v\,\partial\varphi/\partial z\), so the integral over \(z\) is elementary:

\[
f=-\frac{m}{2\pi\hbar^2}\,i\hbar v\int e^{-i\mathbf q\cdot\mathbf b}\,(e^{i\chi}-1)\,d^2b
=\frac{k}{2\pi i}\int e^{-i\mathbf q\cdot\mathbf b}\,(e^{i\chi}-1)\,d^2b .
\]

For small angles \(d\Omega\simeq d^2q/k^2\), and the range of \(\mathbf q\) may be extended to the whole plane. Parseval's theorem in two dimensions supplies a factor \((2\pi)^2\), which cancels the \(4\pi^2\) in \(|f|^2\):

\[
\sigma=\int|e^{i\chi}-1|^2d^2b=\int2(1-\cos\chi)\,2\pi b\,db .\qquad\square
\]

For small \(\chi\), \(2(1-\cos\chi)\simeq\chi^2\). The two-dimensional transform of \(\int V\,dz\) is \(\tilde V(q)\) at transverse \(\mathbf q\), so Parseval's theorem gives

\[
\int\chi^2d^2b=\frac{1}{(2\pi\hbar v)^2}\int\tilde V^2\,d^2q
=\frac{4C^2a^4}{\hbar^2v^2}\cdot\frac{\pi}{a^2}=4\pi\eta^2a^2 .
\]

This is the short-wave Born limit. Because \(2(1-\cos\chi)\le\chi^2\), the straight-path result never exceeds it.

When \(\eta\gg1\), the Born expression lets \(\chi^2\) grow without limit, while \(2(1-\cos\chi)\) oscillates between 0 and 4 with mean 2. Then \(\sigma\) is roughly \(2\pi b_*^2\), with \(b_*\) set by \(2\eta K_0(b_*/a)\approx1\). Since \(K_0\) falls nearly exponentially, \(b_*\) grows about logarithmically with \(\eta\), whereas the Born value grows as \(\eta^2\).

The formula was compared with phase shifts at \(ka=20\) and \(\eta=0.5\), where \(|g|=10\). Averaged over both signs of \(C\), the phase shifts give \(\sigma/\sigma_{\rm B}=0.858\). The straight-path value is 0.857. The two signs taken separately give 0.843 for repulsion and 0.873 for attraction, so the formula, which does not see the sign, is off by about 1.7 % for either one at this \(ka\).

### Corollary: how the recoils are distributed

Let the target, of mass \(m_2\), be at rest before the collision. The momentum it receives has magnitude \(\hbar q\) in every inertial frame, because a change of frame adds the same constant to its momentum before and after. Its recoil energy is therefore

\[
T=\frac{\hbar^2q^2}{2m_2}.
\]

If the integral in the theorem starts at \(q\) instead of 0, the share of the cross section above \(q\) is

\[
P(q)=\frac{\dfrac{1}{1+q^2a^2}-\dfrac{1}{1+4k^2a^2}}
{1-\dfrac{1}{1+4k^2a^2}} .
\]

In the first Born approximation with \(ka\gg1\), half of the events lie above \(q=1/a\). The median recoil energy is then \(T_a=\hbar^2/(2m_2a^2)\), and well below the maximum recoil \(P\simeq T_a/(T+T_a)\).

For \(T\) well above \(T_a\) but well below the maximum recoil, the cross section for recoils above \(T\) is then

\[
\sigma(>T)\simeq4\pi\eta^2a^2\,\frac{T_a}{T}=\frac{2\pi C^2}{m_2v^2T}.
\]

The screening length has cancelled. A classical estimate agrees: a bare Coulomb force along a straight path at distance \(b\) transfers the momentum

\[
p_\perp=\int_{-\infty}^{\infty}\frac{Cb\,dt}{(b^2+v^2t^2)^{3/2}}=\frac{2C}{bv}
\]

in magnitude, so \(T=2C^2/(m_2b^2v^2)\), and the area \(\pi b^2\) is the same expression.

### Worked example: an 8 MeV proton and a free fluorine atom

**Parameters.** Let \(e^2\) denote the squared unit charge divided by \(4\pi\varepsilon_0\). The nuclear charge number is \(Z=9\), so \(C=9e^2=12.96\) eV nm.

The screening length comes from the electron density. For a static atom with form factor \(F(q)\), the Fourier transform of the electron density, the proton sees

\[
\tilde V=\frac{4\pi e^2[Z-F(q)]}{q^2}.
\]

After averaging over directions, \(F\simeq Z-q^2\langle r^2\rangle/6\) at small \(q\), with \(\langle r^2\rangle\) summed over all electrons. Equating the limit to \(4\pi Ze^2a^2\) gives \(a^2=\langle r^2\rangle/(6Z)\). An unrestricted Hartree–Fock calculation in the aug-cc-pVTZ basis, which omits electron correlation, gives 0.02879 nm². The last digit depends on the basis: the value falls to 0.02873 nm² in aug-cc-pVQZ and 0.02870 nm² in aug-cc-pV5Z. A correlated (frozen-core CCSD) density in aug-cc-pVTZ gives 0.0295 nm², 2.5 % higher. With the first value,

\[
a=\sqrt{0.02879/54}\ \text{nm}=0.0231\ \text{nm}.
\]

**Result.** The speed is \(v/c=0.1306\), and the reduced mass is 891 MeV/\(c^2\). Therefore

\[
\eta=\frac{12.96}{197.3\times0.1306}=0.503,\qquad
ka=5.90\times10^5\times0.0231\approx1.36\times10^4 .
\]

The short-wave limit applies:

\[
\sigma_{\rm B}=4\pi(0.503)^2(0.0231\ \text{nm})^2
\approx1.7\times10^{-3}\ \text{nm}^2=1.7\times10^{-17}\ \text{cm}^2 .
\]

Here \(|g|=\eta ka\) is about 7000, so Lemma 4 gives no guarantee, and Lemma 5 must judge the result.

**Corrections.** The straight-path formula gives 0.856 times the Born value, or \(1.45\times10^{-3}\) nm². With \(C\) and \(a\) held fixed, this factor falls to 0.48 at 1 MeV and 0.14 at 0.1 MeV. Replacing the single exponential by the spherically averaged Hartree–Fock form factor, still at Born level, lowers \(\sigma_{\rm B}\) by 0.6 %. This small shift depends on the density: it is 0.5 % in aug-cc-pVQZ and 1.7 % with the CCSD density. Using the relativistic speed in \(1/v^2\) raises it by 1.3 %. The short-wave \(\sigma_{\rm B}\) is proportional to \(\langle r^2\rangle\), so in the single-exponential model the 2.5 % shift from electron correlation carries over to it in full; with the full form factor the Born total moves by only about 1.3 %.

The elastic total leaves out excitation and ionization of the electrons. To first order, orthogonality of the electronic states removes the nuclear term, and

\[
d\sigma_{\rm in}=8\pi\left(\frac{e^2}{\hbar v}\right)^2\frac{S(q)}{q^3}\,dq ,
\]

where \(S\) sums the squared matrix elements of \(\sum_j e^{i\mathbf q\cdot\mathbf r_j}\) to all excited states. With the Hartree–Fock \(S\), and a rough lower cut-off \(q=18.5\ \text{eV}/(\hbar v)\) taken from the highest occupied level, the result is about \(2\times10^{-3}\) nm². That cut-off is too low for most of the dipole strength: the dipole-weighted geometric mean excitation energy from single excitations is about 42 eV, and it gives \(1.5\times10^{-3}\) nm². This separate channel is comparable in size to the elastic one.

**Angles and recoils.** In the first Born approximation the median angle is 0.073 mrad, and the median recoil is 2.1 meV. Recoils above a round displacement threshold of 25 eV make up the share \(0.00206/25\approx8\times10^{-5}\) of the Born total, or \(1.4\times10^{-7}\) nm². The elastic total is thus not a measure of displacement damage.

For a bare Coulomb force the head-on distance is 1.7 fm, so close that nuclear forces act. Angles beyond 10 degrees hold a share of only \(1.8\times10^{-7}\) in this model, and a disc a few femtometres in radius has an area of order \(10^{-11}\) to \(10^{-10}\) nm². The total is hardly affected, but the large-angle distribution can be.

### The model beside real implantation

The target in the example is a free fluorine atom. For silicon, with charge number 14, the same speed gives \(\eta=0.503\times14/9\approx0.78\), and the Born value is less reliable. A solid also breaks the assumption of a free atom: in the fluorine example the median recoil lies far below the few electronvolts that bind an atom in a solid, so most of these events do not knock an atom loose. Counting only recoils above 25 eV reduces the first-Born fluorine cross section by a factor of about 12,000.

A slow heavy ion can lie far outside the range of the Born formula. Take a 100 keV fluorine ion on a fluorine atom, with \(C=81e^2\), the same \(a\), and the symmetry of identical nuclei ignored. Then \(\eta=176\). The Born formula gives 207 nm², the area of a disc 8 nm in radius, although the potential has a range of 0.023 nm. The straight-path formula gives 0.11 nm², smaller by a factor of 1900. The estimate \(2\pi b_*^2\), with \(b_*\approx5.2a\), gives about 0.09 nm² and shows why: the cross section saturates once the phase is large. Here \(ka\approx3500\), and the condition that \(\chi^2/(2ka)\) be small, stated in Lemma 5, is not met for \(b\) below about \(2a\). The phase there is so large that \(2(1-\cos\chi)\) averages to about 2 whatever the exact phase, so the total is little affected. For such an ion the first-Born total should not be used. The value 0.11 nm² belongs to the model only: a real ion this slow, at about 0.46 atomic units of speed, keeps most of its electrons, and at \(b_*\approx0.12\) nm the interaction of two fluorine atoms is not a single screened exponential. The values computed by the program are listed in the numerical output below.

## Table of computed values

```
TESTS
Born total vs quadrature, worst rel. error: 9.9e-14
k a = 0.3, m|C|a/hbar^2 = 0.02: exact/Born
  repulsive 0.9674, attractive 1.0343
k a = 1.0, m|C|a/hbar^2 = 0.02: exact/Born
  repulsive 0.9874, attractive 1.0126
k a = 20, eta = 0.5: mean of both signs
  exact/Born 0.8578, eikonal/Born 0.8573
EXAMPLE: proton on a free F atom
Proton energy, laboratory: 8.0 MeV
Fluorine mass: 18.998 u
Reduced mass: 891.03 MeV/c^2
hbar c: 197.327 eV nm
Strength C: 12.960 eV nm
UHF sum of <r^2> over electrons: 0.02879 nm^2
Screening length a: 0.02309 nm
Speed v/c: 0.13059
Wave number k: 5.8966e+05 1/nm
k a: 13614.5
eta = C/(hbar v): 0.5029
Born total cross section: 1.6945e-03 nm^2
  the same: 1.6945e-17 cm^2
WHAT THE MODEL LEAVES OUT
Eikonal/Born: 0.8559
Eikonal cross section: 1.4503e-03 nm^2
Proton 0.1 MeV: eta 4.498, eikonal/Born 0.1391
Proton 1.0 MeV: eta 1.423, eikonal/Born 0.4828
Born with UHF form factor: 1.6850e-03 nm^2
  ratio to Yukawa Born: 0.9944
UHF highest occupied level: -18.51 eV
Electronic inelastic, rough: 1.95e-03 nm^2
  ratio to elastic Born: 1.15
Change of sigma by relativistic speed: +1.28 %
Median c.m. angle: 0.0735 mrad
Median recoil energy: 2.064 meV
Displacement threshold, round value: 25 eV
Share of recoils above it: 8.254e-05
Cross section above it: 1.399e-07 nm^2
Share beyond 10 degrees c.m.: 1.76e-07
Head-on distance, bare Coulomb: 1.71 fm
CONTRAST: F ion on F atom, same a
Ion energy: 100 keV
Strength C: 116.64 eV nm
eta: 175.8
Born total: 2.071e+02 nm^2
Eikonal total: 1.090e-01 nm^2
Born/eikonal: 1900
```
